# Why spin accumulation decays twice as fast as single electrons flip: a program that tests the result

```python
"""Spin relaxation time versus single-electron flip time.

Result under test: if an electron flips up-to-down and down-to-up with the same
probability per unit time w = 1/tau_f, the accumulation s = n_up - n_down decays
with tau_s = tau_f/2, and its diffusion length in a non-magnetic metal is
l_s = sqrt(D*tau_f/2), not sqrt(D*tau_f).
Symbols: D diffusion constant, v Fermi speed, mfp mean free path,
p_flip flip probability per collision. Working units: nm and ps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.sparse import diags, bmat, identity
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)

# Round model parameters, typical in size of a metallic lateral spin valve
v = 1500.0            # nm/ps, equal to 1.5e6 m/s
mfp = 30.0            # nm
tau_f = 20.0          # ps
thickness = 100.0     # nm
distance = 500.0      # nm, injector to detector
field = 1.0           # T
temperature = 300.0   # K

w = 1 / tau_f
tau_collision = mfp / v
p_flip = tau_collision / tau_f
D = v * mfp / 3
tau_s = tau_f / 2
l_s = np.sqrt(D * tau_s)
l_wrong = np.sqrt(D * tau_f)

# --- Random flip histories of single electrons, all starting with spin up
samples = 400000
waits = rng.exponential(tau_f, size=(samples, 15))
flips = (np.cumsum(waits, axis=1) < tau_f).sum(axis=1)
mean_wait = waits[:, 0].mean()
never_flipped = np.mean(flips == 0)
mean_spin = np.mean(1 - 2 * (flips % 2))
noise = 5 / np.sqrt(samples)          # five standard errors, unit variance
assert abs(mean_wait / tau_f - 1) < noise
assert abs(never_flipped - np.exp(-1)) < noise
assert abs(mean_spin - np.exp(-tau_f / tau_s)) < noise


# --- Unequal rates: measured decay of the excess over the final state
def measured_decay_rate(rate_ud, rate_du):
    def balance(t, n):
        transfer = rate_ud * n[0] - rate_du * n[1]
        return [-transfer, transfer]
    sol = solve_ivp(balance, (0, 30), [1.0, 0.0], t_eval=[0.5, 1.5, 30],
                    rtol=1e-10, atol=1e-13)
    s = sol.y[0] - sol.y[1]
    return np.log((s[0] - s[2]) / (s[1] - s[2]))


decay_rates = {}
for pair in [(1.0, 1.0), (1.5, 0.5), (1.0, 0.0)]:
    decay_rates[pair] = measured_decay_rate(*pair)
    assert abs(decay_rates[pair] - sum(pair)) < 1e-5

# --- Pauli blocking: electrons share levels; a flip needs an empty final level
levels, electrons = 12, 12
generator = np.zeros((electrons + 1, electrons + 1))
for n_up in range(electrons + 1):
    n_down = electrons - n_up
    leave_up = n_up * (levels - n_down) / levels
    leave_down = n_down * (levels - n_up) / levels
    if n_up > 0:
        generator[n_up - 1, n_up] += leave_up
    if n_up < electrons:
        generator[n_up + 1, n_up] += leave_down
    generator[n_up, n_up] -= leave_up + leave_down
start = np.zeros(electrons + 1)
start[10] = 1
spin_of_state = 2 * np.arange(electrons + 1) - electrons
elapsed = 0.7
later = expm(generator * elapsed) @ start
blocked_rate = -np.log((spin_of_state @ later) / (spin_of_state @ start)) / elapsed
assert abs(blocked_rate - 2) < 1e-8


# --- Steady diffusion of both populations, spin current injected at x = 0
def steady_profile(arrivals):
    """Return x and s for unit injected spin current; arrivals is 1 or 0."""
    cells, h = 3500, 2.0
    main = np.full(cells, -2.0)
    main[0] = -1.0                    # injected flux enters through the source
    main[-1] = -3.0                   # zero density at the far face
    side = np.ones(cells - 1)
    diffusion = diags([side, main, side], [-1, 0, 1]) * (D / h**2)
    one = identity(cells)
    system = bmat([[diffusion - w * one, arrivals * w * one],
                   [arrivals * w * one, diffusion - w * one]], format="csc")
    source = np.zeros(2 * cells)
    source[0] = -0.5 / h
    source[cells] = 0.5 / h
    density = spsolve(system, source)
    x = (np.arange(cells) + 0.5) * h
    return x, density[:cells] - density[cells:]


def fitted_length(x, s):
    a, b = np.searchsorted(x, [200, 900])
    return (x[b] - x[a]) / np.log(s[a] / s[b])


x, s_full = steady_profile(1)
_, s_lost = steady_profile(0)
length_full = fitted_length(x, s_full)
length_lost = fitted_length(x, s_lost)
assert abs(length_full / l_s - 1) < 1e-4
assert abs(length_lost / l_wrong - 1) < 1e-4
s_detector = np.interp(distance, x, s_full)
s_detector_wrong = np.interp(distance, x, s_lost)
formula_detector = l_s / D * np.exp(-distance / l_s)
formula_wrong = l_wrong / D * np.exp(-distance / l_wrong)
assert abs(s_detector / formula_detector - 1) < 1e-4
assert abs(s_detector_wrong / formula_wrong - 1) < 1e-4
overestimate = formula_wrong / formula_detector

# --- Two-spin Boltzmann equation over all directions, no diffusion assumption
cosines, weights = np.polynomial.legendre.leggauss(16)
average = np.outer(np.ones(16), weights / 2)
spin_mixing = np.array([[1 - p_flip, p_flip], [p_flip, 1 - p_flip]])
collisions = np.kron(spin_mixing, average) - np.eye(32)
transport = collisions / np.tile(cosines, 2)[:, None]
inverse_lengths = np.abs(np.linalg.eigvals(transport)) / mfp
# the charge mode has zero inverse length up to rounding and is set aside
l_kinetic = 1 / inverse_lengths[inverse_lengths > 1e-3 / mfp].min()
flip_path = v * tau_f
l_from_paths = np.sqrt(mfp * flip_path / 6)
assert abs(l_kinetic / l_from_paths - 1) < 3e-3   # corrections of order p_flip

# --- Collisions with the two film faces, by following electrons
walkers = 20000
pos = rng.uniform(0, thickness, walkers)
cosine = rng.uniform(-1, 1, walkers)
hits, travelled = 0, 0.0
for _ in range(400):
    free = rng.exponential(mfp, walkers)
    to_face = np.where(cosine > 0, thickness - pos, -pos) / cosine
    hit = to_face <= free
    step = np.minimum(to_face, free)
    face = np.where(cosine > 0, thickness, 0.0)
    pos = np.where(hit, face, np.clip(pos + cosine * step, 0, thickness))
    hits += hit.sum()
    travelled += step.sum()
    diffuse = -np.sign(cosine) * np.sqrt(1 - rng.random(walkers))
    cosine = np.where(hit, diffuse, rng.uniform(-1, 1, walkers))
face_rate_sampled = v * hits / travelled
face_rate = v / (2 * thickness)
assert abs(face_rate_sampled / face_rate - 1) < 0.01   # sampling noise
w_faces = p_flip * face_rate
l_faces = np.sqrt(D / (2 * (w + w_faces)))

# --- Other neglected effects, free-electron estimates
fermi_energy = 0.5 * const.m_e * (v * 1e3)**2 / const.e
zeeman = const.physical_constants["Bohr magneton in eV/T"][0] * field
dos_plus = np.sqrt(fermi_energy + zeeman)
dos_minus = np.sqrt(fermi_energy - zeeman)
rate_asymmetry = (dos_plus - dos_minus) / (dos_plus + dos_minus)
thermal_ratio = const.k * temperature / const.e / fermi_energy

print("INPUTS")
print(f"Fermi speed: {v * 1e3:.2e} m/s")
print(f"mean free path: {mfp:.0f} nm")
print(f"single-electron flip time tau_f: {tau_f:.0f} ps")
print(f"film thickness: {thickness:.0f} nm")
print(f"injector-detector distance: {distance:.0f} nm")
print("TIMES AND LENGTHS")
print(f"collision time: {tau_collision * 1e3:.1f} fs")
print(f"flip probability per collision: {p_flip:.2e}")
print(f"flip rate w: {w:.3f} per ps")
print(f"diffusion constant D: {D * 1e-2:.1f} cm2/s")
print(f"spin relaxation time tau_s: {tau_s:.1f} ps")
print(f"spin diffusion length l_s: {l_s:.1f} nm")
print(f"mistaken length sqrt(D tau_f): {l_wrong:.1f} nm")
print(f"ratio mistaken/correct: {l_wrong / l_s:.4f}")
print(f"path between flips v tau_f: {flip_path * 1e-3:.1f} micrometre")
print(f"l_s from the two paths: {l_from_paths:.1f} nm")
print(f"RANDOM FLIP HISTORIES ({samples} electrons, at t = tau_f)")
print(f"sampled mean wait for first flip: {mean_wait:.2f} ps")
print(f"never flipped, sampled: {never_flipped:.4f}")
print(f"never flipped, exp(-1): {np.exp(-1):.4f}")
print(f"mean spin, sampled: {mean_spin:.4f}")
print(f"mean spin, exp(-2): {np.exp(-2):.4f}")
print("DECAY RATES (rates in units of a reference rate)")
for pair, rate in decay_rates.items():
    print(f"up-down {pair[0]:.1f}, down-up {pair[1]:.1f}: decay {rate:.4f}")
print(f"equal unit rates with Pauli blocking: decay {blocked_rate:.4f}")
print("NUMERICAL DIFFUSION")
print(f"length with arrivals: {length_full:.1f} nm")
print(f"length without arrivals: {length_lost:.1f} nm")
print(f"exp(-distance/l_s): {np.exp(-distance / l_s):.4f}")
print(f"exp(-distance/mistaken length): {np.exp(-distance / l_wrong):.4f}")
print(f"detector accumulation overestimated by factor: {overestimate:.3f}")
print(f"same factor from numerical profiles: {s_detector_wrong / s_detector:.3f}")
print("NEGLECTED EFFECTS")
print(f"face hits per electron, formula: {face_rate:.3f} per ps")
print(f"face hits per electron, sampled: {face_rate_sampled:.3f} per ps")
print(f"added flip rate from faces: {w_faces:.5f} per ps")
print(f"added flip rate relative to w: {100 * w_faces / w:.1f} %")
print(f"l_s with face flips: {l_faces:.1f} nm")
print(f"change of l_s from face flips: {100 * (l_faces / l_s - 1):.1f} %")
print(f"l_s from Boltzmann equation: {l_kinetic:.2f} nm")
print(f"error of diffusion formula: {100 * (l_s / l_kinetic - 1):.3f} %")
print(f"free-electron Fermi energy: {fermi_energy:.2f} eV")
print(f"relative rate asymmetry at {field:.0f} T: {rate_asymmetry:.1e}")
print(f"kT/E_F at {temperature:.0f} K: {thermal_ratio:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS
Fermi speed: 1.50e+06 m/s
mean free path: 30 nm
single-electron flip time tau_f: 20 ps
film thickness: 100 nm
injector-detector distance: 500 nm
TIMES AND LENGTHS
collision time: 20.0 fs
flip probability per collision: 1.00e-03
flip rate w: 0.050 per ps
diffusion constant D: 150.0 cm2/s
spin relaxation time tau_s: 10.0 ps
spin diffusion length l_s: 387.3 nm
mistaken length sqrt(D tau_f): 547.7 nm
ratio mistaken/correct: 1.4142
path between flips v tau_f: 30.0 micrometre
l_s from the two paths: 387.3 nm
RANDOM FLIP HISTORIES (400000 electrons, at t = tau_f)
sampled mean wait for first flip: 20.02 ps
never flipped, sampled: 0.3687
never flipped, exp(-1): 0.3679
mean spin, sampled: 0.1376
mean spin, exp(-2): 0.1353
DECAY RATES (rates in units of a reference rate)
up-down 1.0, down-up 1.0: decay 2.0000
up-down 1.5, down-up 0.5: decay 2.0000
up-down 1.0, down-up 0.0: decay 1.0000
equal unit rates with Pauli blocking: decay 2.0000
NUMERICAL DIFFUSION
length with arrivals: 387.3 nm
length without arrivals: 547.7 nm
exp(-distance/l_s): 0.2750
exp(-distance/mistaken length): 0.4014
detector accumulation overestimated by factor: 2.064
same factor from numerical profiles: 2.064
NEGLECTED EFFECTS
face hits per electron, formula: 7.500 per ps
face hits per electron, sampled: 7.489 per ps
added flip rate from faces: 0.00750 per ps
added flip rate relative to w: 15.0 %
l_s with face flips: 361.2 nm
change of l_s from face flips: -6.7 %
l_s from Boltzmann equation: 387.61 nm
error of diffusion formula: -0.080 %
free-electron Fermi energy: 6.40 eV
relative rate asymmetry at 1 T: 4.5e-06
kT/E_F at 300 K: 0.0040
ALL CHECKS PASSED
```
